# Inverting Orbitals to a Local Potential and Localizing Hartree–Fock Exchange: a numerical check

```python
# Result under test: for orbitals phi_i of one local potential v,
#   v = (sum_i f_i eps_i phi_i^2 - tau_L) / n,  tau_L = -1/2 sum_i f_i phi_i lap(phi_i).
# Applied to Hartree-Fock (HF) orbitals it yields v_ext + v_H + v_S (v_S: Slater
# exchange potential). The local exchange potential with the HF density obeys
#   v_x = v_S + (ebar_KS - ebar_HF) + (tau_HF/n_HF - tau_KS/n_KS),
# ebar = sum f eps phi^2 / n, tau = 1/2 sum f |grad phi|^2, KS = Kohn-Sham.
# Example: Be atom, s orbitals phi = u(r)/(r sqrt(4 pi)), rho = 4 pi r^2 n.
# Hartree atomic units throughout.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.interpolate import BarycentricInterpolator, CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import roots_jacobi, eval_legendre
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---- symbolic test: hydrogen-like 1s and 2s orbitals must return -Z/r
rs, Zs = sp.symbols("r Z", positive=True)
sym_orbs = [(sp.exp(-Zs * rs), -Zs**2 / 2),
            ((1 - Zs * rs / 2) * sp.exp(-Zs * rs / 2) / sp.sqrt(8), -Zs**2 / 8)]


def sym_lap(f):
    return sp.diff(rs * f, rs, 2) / rs


n_sym = sum(2 * f**2 for f, e in sym_orbs)
eig_sym = sum(2 * e * f**2 for f, e in sym_orbs)
tauL_sym = sum(-f * sym_lap(f) for f, e in sym_orbs)
tau_sym = sum(sp.diff(f, rs)**2 for f, e in sym_orbs)
assert sp.simplify((eig_sym - tauL_sym) / n_sym + Zs / rs) == 0
assert sp.simplify((eig_sym - tau_sym + sym_lap(n_sym) / 4) / n_sym + Zs / rs) == 0

# ---- Legendre-Lobatto radial grid on [0, R], mapped to be dense near the nucleus
Z, R, N, L = 4.0, 14.0, 60, 2.0
s = 2 * L / R
x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
P = eval_legendre(N, x)
w = 2 / (N * (N + 1) * P**2)
dx = x[:, None] - x[None, :]
np.fill_diagonal(dx, 1.0)
D = P[:, None] / P[None, :] / dx
np.fill_diagonal(D, 0.0)
np.fill_diagonal(D, -D.sum(axis=1))
jac = L * (2 + s) / (1 - x + s)**2
stiff = (D.T @ ((w / jac)[:, None] * D))[1:-1, 1:-1]
r = (L * (1 + x) / (1 - x + s))[1:-1]
m = (w * jac)[1:-1]                      # radial quadrature weights
sq = np.sqrt(m)
Dr = D[1:-1, 1:-1] / jac[1:-1, None]     # d/dr for functions zero at both ends
Dp = Dr - np.diag(1 / r)                 # u -> r d(u/r)/dr
kin = 0.5 * stiff / np.outer(sq, sq)
kin = 0.5 * (kin + kin.T)
coul = np.linalg.inv(stiff) / np.outer(r, r) + 1 / R   # kernel 1/max(r, r')
v_ext = -Z / r
h_core = kin + np.diag(v_ext)


def solve(ham):
    e, c = eigh(ham)
    return e, c / sq[:, None]


def density(o):
    return 2 * (o**2).sum(axis=1)


def slater(o):
    total = np.zeros_like(r)
    for i in range(2):
        for j in range(2):
            pair = o[:, i] * o[:, j]
            total -= 2 * pair * (coul @ (m * pair))
    return total / density(o)


def kinetic(o):
    c = o * sq[:, None]
    return 2 * np.trace(c.T @ kin @ c)


def energy(o):
    rho = density(o)
    pot = v_ext + 0.5 * (coul @ (m * rho)) + 0.5 * slater(o)
    return kinetic(o) + np.sum(m * rho * pot)


# ---- Hartree-Fock with the nonlocal exchange operator
fock = h_core.copy()
for _ in range(120):
    e_all, u_all = solve(fock)
    o = u_all[:, :2]
    new = h_core + np.diag(coul @ (m * density(o)))
    for j in range(2):
        a = sq * o[:, j]
        new = new - a[:, None] * coul * a[None, :]
    fock = 0.5 * fock + 0.5 * new
e_all, u_all = solve(fock)
e_hf, o_hf = e_all[:2], u_all[:, :2]
rho_hf = density(o_hf)
v_h, v_s = coul @ (m * rho_hf), slater(o_hf)
E_hf, T_hf = energy(o_hf), kinetic(o_hf)

# independent HF energy from an even-tempered Gaussian s basis
mol = gto.M(atom="Be 0 0 0", verbose=0,
            basis={"Be": gto.expand_etbs([(0, 18, 0.02, 2.2)])})
hg = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
sg, eri = mol.intor("int1e_ovlp"), mol.intor("int2e")
fg = hg.copy()
for _ in range(100):
    eg, cg = eigh(fg, sg)
    dm = 2 * cg[:, :2] @ cg[:, :2].T
    full = (hg + np.einsum("ijkl,kl->ij", eri, dm)
            - 0.5 * np.einsum("ikjl,kl->ij", eri, dm))
    fg = 0.5 * fg + 0.5 * full
E_gauss = 0.5 * np.sum(dm * (hg + full))
assert abs(E_hf - E_gauss) < 1e-4       # finite Gaussian basis
assert abs(e_hf[1] - eg[1]) < 1e-4

# ---- orbital-averaged formula on HF orbitals versus direct quadrature
ebar_hf = 2 * (o_hf**2 @ e_hf) / rho_hf
tauL_hf = (o_hf * (stiff @ o_hf) / m[:, None]).sum(axis=1) / rho_hf
tau_hf = ((Dp @ o_hf)**2).sum(axis=1) / rho_hf
v_avg = ebar_hf - tauL_hf
u_interp = BarycentricInterpolator(x, np.vstack(([0, 0], o_hf, [0, 0])))


def to_x(rad):
    return (rad * (1 + s) - L) / (rad + L)


gl_x, gl_w = np.polynomial.legendre.leggauss(80)


def direct_potential(k):
    total = -Z / r[k]
    for lo, hi in ((0.0, r[k]), (r[k], R)):
        rp = 0.5 * (hi - lo) * gl_x + 0.5 * (hi + lo)
        wp = 0.5 * (hi - lo) * gl_w
        up = u_interp(to_x(rp))
        gamma = 2 * up @ o_hf[k]
        source = 2 * (up**2).sum(axis=1) - 0.5 * gamma**2 / rho_hf[k]
        total += np.sum(wp * source / np.maximum(rp, r[k]))
    return total


def node(rad):
    return int(np.argmin(abs(r - rad)))


for rad in (0.1, 0.3, 1.0, 2.0, 4.0, 8.0):
    k = node(rad)
    assert abs(v_avg[k] - direct_potential(k)) < 1e-5


# ---- implicit equation for the local exchange potential
def update(vx, want_jacobian=False):
    e, u = solve(kin + np.diag(v_ext + v_h + vx))
    o = u[:, :2]
    rho, p = density(o), Dp @ o
    ebar = 2 * (o**2 @ e[:2]) / rho
    tau = (p**2).sum(axis=1) / rho
    shift = e_hf[1] - e[1]
    target = v_s + ebar + shift - ebar_hf + tau_hf - tau
    if not want_jacobian:
        return target, e, o, shift
    d_num, d_rho = np.zeros((len(r), len(r))), np.zeros((len(r), len(r)))
    for i in range(2):
        gap = e[i] - e
        gap[i] = 1.0
        inv_gap = 1 / gap
        inv_gap[i] = 0.0
        du = (u * inv_gap) @ (u.T * (m * o[:, i]))
        de = m * o[:, i]**2
        d_num += 2 * np.outer(o[:, i]**2, de) + 4 * e[i] * o[:, i, None] * du
        d_num -= 2 * p[:, i, None] * (Dp @ du)
        d_rho += 4 * o[:, i, None] * du
    jacobian = (d_num - (ebar - tau)[:, None] * d_rho) / rho[:, None] - de[None, :]
    return target, jacobian


def lap_ratio(rho):
    f = rho / r                          # proportional to r n
    return -(stiff @ f) / m / f


def density_error(o):
    return np.sum(m * abs(density(o) - rho_hf))


v_x = v_s.copy()
target, e_sl, o_sl, shift = update(v_x)
err_slater = density_error(o_sl)
# one update equals a difference of density Laplacians plus the constant shift
inner = (r > 0.05) & (r < 8)
predicted = 0.25 * (lap_ratio(rho_hf) - lap_ratio(density(o_sl)))
update_gap = np.max(abs(target - v_x - shift - predicted)[inner])
assert update_gap < 1e-3
assert np.max(abs(predicted[inner])) > 1e-2

n_damped, n_newton = 30, 10
for _ in range(n_damped):
    v_x = v_x + 0.5 * (update(v_x)[0] - v_x)
err_damped = density_error(update(v_x)[2])
for _ in range(n_newton):
    target, jacobian = update(v_x, True)
    step = np.linalg.solve(np.eye(len(r)) - jacobian, target - v_x)
    v_x = v_x + step * min(1.0, 0.5 / np.max(abs(step)))
target, e_ks, o_ks, shift = update(v_x)
v_x = v_x + shift                        # align the highest occupied eigenvalue
target, e_ks, o_ks, shift = update(v_x)
residual = np.max(abs(target - v_x)[r < 10])
err_final = density_error(o_ks)
assert residual < 1e-5
assert err_final < 1e-5 and err_slater > 1e-3

# separate finite-difference solution in the final potential
n_fd = 5600
h = R / n_fd
r_fd = h * np.arange(1, n_fd)
v_fd = -Z / r_fd + CubicSpline(x[1:-1], v_h + v_x)(to_x(r_fd))
e_fd, c_fd = eigh_tridiagonal(1 / h**2 + v_fd, np.full(n_fd - 2, -0.5 / h**2),
                              select="i", select_range=(0, 1))
rho_fd = 2 * (c_fd**2).sum(axis=1) / h
rho_ref = 2 * (u_interp(to_x(r_fd))**2).sum(axis=1)
fd_error = h * np.sum(abs(rho_fd - rho_ref))
assert fd_error < 2e-3                   # second-order differences, spline potential

T_ks, E_ks = kinetic(o_ks), energy(o_ks)
assert T_hf - T_ks > 0 and E_ks - E_hf > 0
k8 = node(8.0)
assert abs(r[k8] * v_x[k8] + 1) < 0.02

# ---- output
print(f"Nuclear charge {Z:.0f}, sphere radius {R:.1f} bohr, interior nodes {len(r)}")
print(f"HF energy, grid: {E_hf:.6f} hartree")
print(f"HF energy, Gaussian basis: {E_gauss:.6f} hartree")
print(f"HF eigenvalues 1s, 2s: {e_hf[0]:.5f}, {e_hf[1]:.5f} hartree")
print(f"KS eigenvalues 1s, 2s: {e_ks[0]:.5f}, {e_ks[1]:.5f} hartree")
print(f"KS 1s eigenvalue: {e_ks[0] * HARTREE_EV:.3f} eV")
print(f"Common 2s eigenvalue: {e_ks[1] * HARTREE_EV:.3f} eV")
k1 = node(1.0)
print(f"Formula on HF orbitals at r = {r[k1]:.4f} bohr (hartree):")
print(f"  eigenvalue average {ebar_hf[k1]:.5f}, tau_L/n {tauL_hf[k1]:.5f}")
print(f"  their difference {v_avg[k1]:.5f}, direct quadrature {direct_potential(k1):.5f}")
print(f"  parts: v_ext {v_ext[k1]:.5f}, v_H {v_h[k1]:.5f}, v_S {v_s[k1]:.5f}")
print(f"Largest mismatch of update and Laplacian rule: {update_gap:.1e} hartree")
print("Density error = integral of |n_KS - n_HF|, in electrons:")
print(f"  with v_S alone: {err_slater:.5f}")
print(f"  after {n_damped} half-step updates: {err_damped:.2e}")
print(f"  after {n_newton} further Newton steps: {err_final:.1e}")
print(f"  final potential, finite-difference solver: {fd_error:.1e}")
print(f"Residual of the v_x equation for r < 10 bohr: {residual:.1e} hartree")
print("r (bohr) | v_S | eigenvalue term | kinetic term | v_x (hartree)")
ebar_ks = 2 * (o_ks**2 @ e_ks[:2]) / density(o_ks)
tau_ks = ((Dp @ o_ks)**2).sum(axis=1) / density(o_ks)
for rad in (0.1, 0.3, 0.6, 1.0, 1.5, 2.0, 3.0, 5.0, 8.0):
    k = node(rad)
    print(f"  {r[k]:.4f} | {v_s[k]:.4f} | {ebar_ks[k] - ebar_hf[k]:.4f}"
          f" | {tau_hf[k] - tau_ks[k]:.4f} | {v_x[k]:.4f}")
print(f"r*v_x at r = {r[k8]:.4f} bohr: {r[k8] * v_x[k8]:.4f} (hartree bohr)")
print(f"Kinetic energy HF: {T_hf:.6f} hartree, KS: {T_ks:.6f} hartree")
print(f"T_HF - T_KS: {1000 * (T_hf - T_ks):.4f} millihartree")
print(f"HF energy of KS determinant minus E_HF: {1000 * (E_ks - E_hf):.4f} millihartree")
print("checks complete")
```

Printed output:

```
Nuclear charge 4, sphere radius 14.0 bohr, interior nodes 59
HF energy, grid: -14.573022 hartree
HF energy, Gaussian basis: -14.572999 hartree
HF eigenvalues 1s, 2s: -4.73266, -0.30927 hartree
KS eigenvalues 1s, 2s: -4.12547, -0.30927 hartree
KS 1s eigenvalue: -112.260 eV
Common 2s eigenvalue: -8.416 eV
Formula on HF orbitals at r = 0.9637 bohr (hartree):
  eigenvalue average -3.19754, tau_L/n -1.20382
  their difference -1.99372, direct quadrature -1.99372
  parts: v_ext -4.15063, v_H 2.96877, v_S -0.81186
Largest mismatch of update and Laplacian rule: 1.8e-05 hartree
Density error = integral of |n_KS - n_HF|, in electrons:
  with v_S alone: 0.31641
  after 30 half-step updates: 3.49e-02
  after 10 further Newton steps: 3.2e-08
  final potential, finite-difference solver: 8.7e-05
Residual of the v_x equation for r < 10 bohr: 2.7e-12 hartree
r (bohr) | v_S | eigenvalue term | kinetic term | v_x (hartree)
  0.1041 | -3.4624 | 0.6006 | -0.0004 | -2.8622
  0.2992 | -2.5669 | 0.6007 | -0.0052 | -1.9714
  0.6329 | -1.5156 | 0.6066 | -0.0171 | -0.9261
  0.9637 | -0.8119 | 0.3843 | 0.0940 | -0.3336
  1.5556 | -0.4282 | -0.0002 | -0.0049 | -0.4334
  2.0436 | -0.3874 | -0.0011 | -0.0011 | -0.3895
  2.9148 | -0.3162 | -0.0000 | -0.0000 | -0.3163
  4.9189 | -0.2020 | -0.0000 | 0.0000 | -0.2020
  8.1258 | -0.1231 | -0.0000 | 0.0000 | -0.1231
r*v_x at r = 8.1258 bohr: -0.9999 (hartree bohr)
Kinetic energy HF: 14.573036 hartree, KS: 14.572474 hartree
T_HF - T_KS: 0.5613 millihartree
HF energy of KS determinant minus E_HF: 0.5910 millihartree
checks complete
```
